# Heat Spreading in a Layer and the 45 Degree Rule: a numerical check

```python
"""Apparent heat-spreading angle under a uniform-flux disc source.

Result under test: the angle that makes the cone rule reproduce the true
source-to-reference resistance is not 45 degrees in general. It depends on
thickness/radius, on the conductivity below and on the cooling of the base.

a: source radius, t: layer thickness, k1: layer conductivity (SI units)
base = (kind, value): ("isothermal", 0), ("film", h) or ("solid", k2)
R: (mean source temperature - reference temperature) / power
x: radial wavenumber times a
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import j1, i1, k1 as bessel_k1, zeta

# Composite Gauss quadrature in x, refined towards x = 0
X_MAX = 2000.0
edges = np.concatenate(([0.0], np.geomspace(1e-6, 1.0, 61),
                        np.arange(2.0, X_MAX + 0.5)))
nodes, weights = np.polynomial.legendre.leggauss(16)
half = np.diff(edges) / 2
x = ((edges[:-1] + half)[:, None] + half[:, None] * nodes).ravel()
w = (half[:, None] * weights).ravel()
J = j1(x)
ISO = ("isothermal", 0.0)


def true_resistance(a, t, k1, base):
    kind, value = base
    lam = x / a
    if kind == "isothermal":
        z_base = 0.0
    elif kind == "film":
        z_base = 1 / value
    else:
        z_base = 1 / (value * lam)
    th = np.tanh(lam * t)
    s = k1 * lam * z_base
    impedance = (s + th) / (1 + s * th) / (k1 * lam)
    integral = np.sum(w * J**2 * impedance / x)
    tail = 1 / (np.pi**2 * k1 * a * X_MAX**2)  # averaged J1^2 beyond X_MAX
    return 2 * integral / (np.pi * a**2) + tail


def centre_resistance_isothermal(a, t, k1):
    e = np.exp(-2 * x * t / a)
    reduction = np.sum(w * J / x * 2 * e / (1 + e))
    return (1 - reduction) / (np.pi * k1 * a)


def cone_resistance(tangent, a, t, k1, base):
    kind, value = base
    b = a + t * tangent
    r = t / (np.pi * k1 * a * b)
    if kind == "film":
        r += 1 / (np.pi * value * b**2)
    elif kind == "solid":
        r += 8 / (3 * np.pi**2 * value * b)
    return r


def fit_tangent(resistance, a, t, k1, base):
    return brentq(lambda g: cone_resistance(g, a, t, k1, base) / resistance - 1,
                  0.0, 1e6, xtol=1e-12, rtol=1e-12)


def tangent_of(a, t, k1, base):
    return fit_tangent(true_resistance(a, t, k1, base), a, t, k1, base)


def degrees(tangent):
    return np.degrees(np.arctan(tangent))


def heat_fraction(rho, a, t):
    """Share of the heat crossing an isothermal base inside radius rho."""
    e = np.exp(-x * t / a)
    sech = 2 * e / (1 + e**2)
    return 2 * rho / a * np.sum(w * J * j1(x * rho / a) * sech / x)


def finite_volume(a, t, k1, base):
    """Direct axisymmetric solution for unit power, without any transform."""
    kind, value = base
    n = 50
    growth = np.cumsum(1.07 ** np.arange(141) / n)
    rf = np.concatenate((np.linspace(0, a, n + 1), a * (1 + growth)))
    zf = np.linspace(0, t, n + 1)
    if kind == "solid":
        zf = np.concatenate((zf, t + a * growth))
    dz = np.diff(zf)
    nz, nr = len(dz), len(rf) - 1
    cond = np.full(nz, k1)
    if kind == "solid":
        cond[n:] = value
    rc = (rf[1:] + rf[:-1]) / 2
    area = np.pi * np.diff(rf**2)
    index = np.arange(nz * nr).reshape(nz, nr)
    radial = 2 * np.pi * (cond * dz)[:, None] / np.log(rc[1:] / rc[:-1])
    half_res = dz / (2 * cond)
    vertical = area / (half_res[:-1] + half_res[1:])[:, None]
    film = 1 / value if kind == "film" else 0.0
    bottom = area / (half_res[-1] + film)
    p = np.concatenate((index[:, :-1].ravel(), index[:-1].ravel()))
    q = np.concatenate((index[:, 1:].ravel(), index[1:].ravel()))
    g = np.concatenate((radial.ravel(), vertical.ravel()))
    last = index[-1]
    rows = np.concatenate((p, q, p, q, last))
    cols = np.concatenate((p, q, q, p, last))
    vals = np.concatenate((g, g, -g, -g, bottom))
    matrix = coo_matrix((vals, (rows, cols)), shape=(nz * nr, nz * nr)).tocsc()
    flux = 1 / (np.pi * a**2)
    rhs = np.zeros(nz * nr)
    rhs[:n] = flux * area[:n]
    temp = spsolve(matrix, rhs).reshape(nz, nr)
    surface = temp[0, :n] + flux * half_res[0]
    mean = np.sum(surface * area[:n]) / np.sum(area[:n])
    return mean, surface[0], rf[1:], np.cumsum(bottom * temp[-1])


# Worked example: round model parameters
a, t, k1, power = 0.5e-3, 0.5e-3, 150.0, 10.0
print(f"source radius a = {a*1e3:.2f} mm, thickness t = {t*1e3:.2f} mm")
print(f"layer conductivity k1 = {k1:.0f} W/(m K), power = {power:.0f} W")

# Cone formula against direct integration over its cross-sections
direct = quad(lambda z: 1 / (k1 * np.pi * (a + 0.7 * z)**2), 0, t)[0]
assert abs(direct / cone_resistance(0.7, a, t, k1, ISO) - 1) < 1e-9

# Isothermal base: thin and thick limits with their first corrections
thin, thick = 14 * zeta(3) / np.pi**3, 3 * np.pi / 8
assert abs(tangent_of(a, 0.01 * a, k1, ISO) - thin - 0.01 * thin**2) < 5e-4
slope = thick**2 * np.log(2) / 2 - 1
assert abs(tangent_of(a, 100 * a, k1, ISO) - thick - slope / 100) < 5e-4
print(f"thin limit: tan = {thin:.4f}, angle = {degrees(thin):.1f} deg")
print(f"thick limit: tan = {thick:.4f}, angle = {degrees(thick):.1f} deg")
scan = [tangent_of(a, s * a, k1, ISO) for s in np.geomspace(0.01, 100, 60)]
assert np.all(np.diff(scan) > 0)
cross = brentq(lambda s: tangent_of(a, s * a, k1, ISO) - 1, 0.5, 20)
print(f"mean-temperature angle is 45 deg at t/a = {cross:.2f}")

print("isothermal base: t/a, angle from mean, angle from centre (deg)")
centre_angles = []
for s in (0.1, 0.3, 1.0, 3.0, 10.0, 100.0):
    rc = centre_resistance_isothermal(a, s * a, k1)
    gc = 1 / (np.pi * k1 * a * rc) - 1 / s
    centre_angles.append(degrees(gc))
    gm = tangent_of(a, s * a, k1, ISO)
    print(f"  {s:5.1f}  {degrees(gm):5.1f}  {abs(degrees(gc)):5.1f}")
assert max(centre_angles) < 45 and abs(centre_angles[0]) < 0.1
assert centre_angles[-1] > 44.5

# Conductivity contrast
for s in (0.1, 1.0, 10.0):
    assert abs(tangent_of(a, s * a, k1, ("solid", k1)) - thick) < 1e-5
print("half-space below, t = a: k2/k1, angle (deg)")
contrast = []
for ratio in (0.01, 0.1, 1.0, 10.0, 100.0):
    contrast.append(degrees(tangent_of(a, t, k1, ("solid", ratio * k1))))
    print(f"  {ratio:6.2f}  {contrast[-1]:5.1f}")
iso_angle = degrees(tangent_of(a, t, k1, ISO))
assert np.all(np.diff(contrast) < 0) and contrast[-1] > iso_angle
assert abs(degrees(tangent_of(a, t, k1, ("solid", 1e5 * k1))) - iso_angle) < 0.1
assert degrees(tangent_of(a, t, k1, ("solid", 1e-4 * k1))) > 89

# Film cooling
print("film below, t = a: h (W/(m2 K)), L (mm), angle (deg)")
film_angles = []
for h in (1e3, 1e4, 1e5, 1e6):
    film_angles.append(degrees(tangent_of(a, t, k1, ("film", h))))
    print(f"  {h:8.0f}  {np.sqrt(k1*t/h)*1e3:6.2f}  {film_angles[-1]:5.1f}")
assert np.all(np.diff(film_angles) < 0) and film_angles[-1] > iso_angle
assert degrees(tangent_of(a, t, k1, ("film", 10.0))) > 88
wide, h_weak = 5e-3, 1e3
u = wide / np.sqrt(k1 * t / h_weak)
fin = (1 - 2 * i1(u) * bessel_k1(u)) / (np.pi * wide**2 * h_weak)
full = true_resistance(wide, t, k1, ("film", h_weak))
assert abs(fin / full - 1) < 0.015  # fin model omits the drop across t
print(f"fin check, a = 5 mm, h = 1000: fin {fin:.3f}, full {full:.3f} K/W")

# One layer, three source sizes
h = 1e4
print("t = 0.5 mm: a (mm), isothermal angle, film h = 10000 angle (deg)")
sizes = []
for radius in (0.05e-3, 0.5e-3, 5e-3):
    pair = [degrees(tangent_of(radius, t, k1, b)) for b in (ISO, ("film", h))]
    sizes.append(pair)
    print(f"  {radius*1e3:5.2f}  {pair[0]:5.1f}  {pair[1]:5.1f}")
assert sizes[1][0] < sizes[0][0] and sizes[1][1] > sizes[0][1]

# True rise, finite-volume rise and the rise predicted by the 45 degree rule
print("mean rise (K): transform, finite volume, 45 deg rule")
cases = (("isothermal", ISO), ("k2 = 10 k1", ("solid", 10 * k1)),
         ("k2 = 0.1 k1", ("solid", 0.1 * k1)), ("h = 10000", ("film", h)))
for name, base in cases:
    r_true = true_resistance(a, t, k1, base)
    mean, centre, radii, crossing = finite_volume(a, t, k1, base)
    assert abs(mean / r_true - 1) < 0.005
    r_rule = cone_resistance(1.0, a, t, k1, base)
    print(f"  {name:12s} {power*r_true:7.2f} {power*mean:7.2f}"
          f" {power*r_rule:7.2f}")
    if base == ISO:
        r_centre = centre_resistance_isothermal(a, t, k1)
        assert abs(centre / r_centre - 1) < 0.005
        centre_rise = power * r_centre
        inside_fv = np.interp(a + t, radii, crossing)

# Heat footprint on the isothermal base
inside = heat_fraction(a + t, a, t)
assert abs(inside - inside_fv) < 0.005
fitted = heat_fraction(a + t * np.tan(np.radians(iso_angle)), a, t)
assert fitted < inside < 0.99
print(f"isothermal base, centre rise = {centre_rise:.2f} K")
print(f"heat inside 45 deg cone, t = a: {100*inside:.1f} %")
print(f"same from finite volume: {100*inside_fv:.1f} %")
print(f"heat inside fitted cone, t = a: {100*fitted:.1f} %")

print("all tests passed")
```

Printed output:

```
source radius a = 0.50 mm, thickness t = 0.50 mm
layer conductivity k1 = 150 W/(m K), power = 10 W
thin limit: tan = 0.5428, angle = 28.5 deg
thick limit: tan = 1.1781, angle = 49.7 deg
mean-temperature angle is 45 deg at t/a = 2.48
isothermal base: t/a, angle from mean, angle from centre (deg)
    0.1   29.8    0.0
    0.3   32.5    2.6
    1.0   39.8   25.4
    3.0   45.8   38.5
   10.0   48.4   43.1
  100.0   49.6   44.8
half-space below, t = a: k2/k1, angle (deg)
    0.01   88.1
    0.10   78.1
    1.00   49.7
   10.00   40.4
  100.00   39.9
film below, t = a: h (W/(m2 K)), L (mm), angle (deg)
      1000    8.66   85.2
     10000    2.74   76.5
    100000    0.87   57.4
   1000000    0.27   42.4
fin check, a = 5 mm, h = 1000: fin 2.219, full 2.236 K/W
t = 0.5 mm: a (mm), isothermal angle, film h = 10000 angle (deg)
   0.05   48.4   67.1
   0.50   39.8   76.5
   5.00   29.8   75.5
mean rise (K): transform, finite volume, 45 deg rule
  isothermal     23.14   23.16   21.22
  k2 = 10 k1     24.86   24.88   23.02
  k2 = 0.1 k1    70.22   70.24  201.35
  h = 10000      55.85   55.87  339.53
isothermal base, centre rise = 28.79 K
heat inside 45 deg cone, t = a: 81.9 %
same from finite volume: 81.9 %
heat inside fitted cone, t = a: 77.4 %
all tests passed
```
